# Acoustic energy transmission through a bonded interface at normal incidence: test program

```python
"""
Result under test: a plane elastic wave hitting a perfectly bonded interface
head-on transmits the energy fraction
    T = 4 Z1 Z2 / (Z1 + Z2)^2,     Z = rho c.
rho: density, c: sound speed, M = rho c^2: stiffness, Z: acoustic impedance.
u: displacement, v = du/dt, stress = M du/dx, energy flux = -stress * v.
Side a carries the incident wave, side b the transmitted wave.
Independent roads: a grid simulation of Newton's law for a pulse, finite
differences of harmonic waves, and scattering in a chain of atoms.
"""
import numpy as np


def energy_fraction(z_a, z_b):
    return 4 * z_a * z_b / (z_a + z_b) ** 2


def displacement_ratios(z_a, z_b):
    """Reflected and transmitted displacement over incident displacement."""
    return (z_a - z_b) / (z_a + z_b), 2 * z_a / (z_a + z_b)


def simulate_pulse(rho_a, c_a, rho_b, c_b):
    """Send a Gaussian pulse at the interface; measure what leaves it.

    Only Newton's law and Hooke's law are used, with no impedance formula.
    Returns reflected energy fraction, transmitted energy fraction,
    reflected displacement ratio, transmitted displacement ratio.
    """
    dx, half = 0.25e-9, 1600
    index = np.arange(-half, half + 1)
    x = index * dx
    x_mid = 0.5 * (x[1:] + x[:-1])
    rho = np.where(index < 0, rho_a, rho_b).astype(float)
    rho[half] = 0.5 * (rho_a + rho_b)
    stiff = np.where(x_mid < 0, rho_a * c_a**2, rho_b * c_b**2)
    dt = 0.9 * dx / max(c_a, c_b)
    start, width, height = -200e-9, 20e-9, 1e-12

    def shape(y):
        return height * np.exp(-((y - start) ** 2) / (2 * width**2))

    def slope(y):
        return -(y - start) / width**2 * shape(y)

    # Velocity lives at whole time steps, stress and displacement at half steps.
    v = -c_a * slope(x)
    stress = stiff * slope(x_mid - 0.5 * c_a * dt)
    u = shape(x - 0.5 * c_a * dt)

    def side_energies():
        kinetic = 0.5 * rho * v**2 * dx
        elastic = 0.5 * stress**2 / stiff * dx
        left = kinetic[x < 0].sum() + elastic[x_mid < 0].sum()
        right = kinetic[x > 0].sum() + elastic[x_mid > 0].sum()
        return left, right

    incident_energy = sum(side_energies())
    duration = -start / c_a + 100e-9 / min(c_a, c_b)
    for _ in range(int(round(duration / dt))):
        v[1:-1] += dt * np.diff(stress) / (rho[1:-1] * dx)
        u += dt * v
        stress += dt * stiff * np.diff(v) / dx
    left, right = side_energies()
    u_left, u_right = u[x < 0], u[x > 0]
    peak_left = u_left[np.argmax(np.abs(u_left))]
    peak_right = u_right[np.argmax(np.abs(u_right))]
    return (left / incident_energy, right / incident_energy,
            peak_left / height, peak_right / height)


def chain_transmission(frequency, rho_a, c_a, rho_b, c_b, spacing):
    """Energy fractions (reflected, transmitted) for two joined atomic chains.

    Mass and spring constant are per unit area. The joining spring is one
    half-length of each medium in series.
    """
    omega = 2 * np.pi * frequency
    m_a, m_b = rho_a * spacing, rho_b * spacing
    k_a, k_b = rho_a * c_a**2 / spacing, rho_b * c_b**2 / spacing
    k_join = 2 * k_a * k_b / (k_a + k_b)
    q_a = 2 * np.arcsin(0.5 * omega * np.sqrt(m_a / k_a))
    q_b = 2 * np.arcsin(0.5 * omega * np.sqrt(m_b / k_b))
    step_a, step_b = np.exp(1j * q_a), np.exp(1j * q_b)
    # Equations of motion of the two atoms that face each other.
    own_a = m_a * omega**2 - k_a - k_join
    own_b = m_b * omega**2 - k_b - k_join
    matrix = np.array([[own_a + k_a * step_a, k_join],
                       [k_join, own_b + k_b * step_b]])
    source = -np.array([own_a + k_a / step_a, k_join])
    reflected, transmitted = np.linalg.solve(matrix, source)
    flux_ratio = k_b * np.sin(q_b) / (k_a * np.sin(q_a))
    return abs(reflected) ** 2, flux_ratio * abs(transmitted) ** 2


# Model parameters, SI units
rho1, c1 = 2000.0, 8000.0
rho2, c2 = 16000.0, 4000.0
frequency, amplitude = 0.1e12, 1e-12
Z1, Z2 = rho1 * c1, rho2 * c2
T = energy_fraction(Z1, Z2)
r, tau = displacement_ratios(Z1, Z2)

# Pulse simulation from both sides.
# Tolerances cover the squared ratio of grid step to pulse width.
forward = simulate_pulse(rho1, c1, rho2, c2)
backward = simulate_pulse(rho2, c2, rho1, c1)
r_back, tau_back = displacement_ratios(Z2, Z1)
for result, refl, trans in ((forward, r, tau), (backward, r_back, tau_back)):
    assert abs(result[1] - T) < 1e-3
    assert abs(result[0] - refl**2) < 1e-3
    assert abs(result[2] - refl) < 2e-3
    assert abs(result[3] - trans) < 2e-3

# Impedance ratios, with the speed in medium b always half that in medium a
ratios = [1, 2, 4, 10, 100]
table = []
for ratio in ratios:
    simulated = simulate_pulse(rho1, c1, ratio * Z1 / c2, c2)[1]
    predicted = energy_fraction(1.0, ratio)
    assert abs(simulated - predicted) < 1e-3
    table.append((ratio, predicted, simulated))

# Harmonic waves: stress, velocity and flux from finite differences
omega = 2 * np.pi * frequency
period = 1 / frequency
times = np.arange(400) * period / 400


def incident(x, t):
    return amplitude * np.cos(omega * (t - x / c1))


def reflected(x, t):
    return r * amplitude * np.cos(omega * (t + x / c1))


def transmitted(x, t):
    return tau * amplitude * np.cos(omega * (t - x / c2))


def both_in_1(x, t):
    return incident(x, t) + reflected(x, t)


def stress_and_flux(wave, x, rho, c):
    h_t = 1e-4 * period
    h_x = c * h_t
    stress = rho * c**2 * (wave(x + h_x, times) - wave(x - h_x, times)) / (2 * h_x)
    velocity = (wave(x, times + h_t) - wave(x, times - h_t)) / (2 * h_t)
    return stress, -stress * velocity


s_in, j_in = stress_and_flux(incident, 0.0, rho1, c1)
s_re, j_re = stress_and_flux(reflected, 0.0, rho1, c1)
s_tr, j_tr = stress_and_flux(transmitted, 0.0, rho2, c2)
s_1, j_1 = stress_and_flux(both_in_1, 0.0, rho1, c1)
assert np.allclose(both_in_1(0.0, times), transmitted(0.0, times),
                   rtol=0, atol=1e-10 * amplitude)
assert np.max(np.abs(s_1 - s_tr)) < 1e-6 * np.max(np.abs(s_tr))
assert np.max(np.abs(j_1 - j_tr)) < 1e-6 * np.max(j_tr)
assert abs(j_tr.mean() / j_in.mean() - T) < 1e-6

# No cross term in the flux, instant by instant, away from the interface too
x_test = -13e-9
j_sum = stress_and_flux(both_in_1, x_test, rho1, c1)[1]
j_parts = (stress_and_flux(incident, x_test, rho1, c1)[1]
           + stress_and_flux(reflected, x_test, rho1, c1)[1])
assert np.max(np.abs(j_sum - j_parts)) < 1e-6 * np.max(j_in)

# Atomic chain: long-wavelength limit and its failure near the cutoff
spacing = 0.25e-9
cutoff2 = c2 / (np.pi * spacing)
chain_frequencies = [0.1e12, 0.2e12, 1e12, 2e12, 4e12]
chain = []
for f in chain_frequencies:
    back, through = chain_transmission(f, rho1, c1, rho2, c2, spacing)
    assert abs(back + through - 1) < 1e-9
    chain.append(through)
error_growth = (chain[1] - T) / (chain[0] - T)
assert abs(chain[0] - T) < 1e-3
assert abs(error_growth - 4) < 0.2
assert abs(chain[-1] - T) > 0.05

print(f"Density 1, 2: {rho1:.0f}, {rho2:.0f} kg/m^3")
print(f"Sound speed 1, 2: {c1:.0f}, {c2:.0f} m/s")
print(f"Impedance Z1, Z2: {Z1/1e6:.1f}, {Z2/1e6:.1f} 10^6 kg/(m^2 s)")
print(f"Frequency: {frequency/1e12:.1f} THz")
print(f"Wavelength 1, 2: {c1/frequency*1e9:.1f}, {c2/frequency*1e9:.1f} nm")
print(f"Incident displacement amplitude: {amplitude*1e12:.1f} pm")
print(f"Displacement ratio reflected r: {r:.4f}")
print(f"Displacement ratio transmitted tau: {tau:.4f}")
print(f"Energy fraction reflected R: {r**2:.4f}")
print(f"Energy fraction transmitted T: {T:.4f}")
print("Stress amplitude incident, reflected, transmitted: "
      f"{np.max(np.abs(s_in))/1e6:.3f}, {np.max(np.abs(s_re))/1e6:.3f}, "
      f"{np.max(np.abs(s_tr))/1e6:.3f} MPa")
print("Mean flux size incident, reflected, transmitted: "
      f"{j_in.mean()/1e6:.3f}, {abs(j_re.mean())/1e6:.3f}, "
      f"{j_tr.mean()/1e6:.3f} MW/m^2")
print("Pulse simulation, columns: R, T, r, tau")
print("  from medium 1: " + ", ".join(f"{value:.4f}" for value in forward))
print("  from medium 2: " + ", ".join(f"{value:.4f}" for value in backward))
print(f"Formula from medium 2: r = {r_back:.4f}, tau = {tau_back:.4f}")
print(f"Matched pair: density b {Z1/c2:.0f} kg/m^3, speed b {c2:.0f} m/s")
print("Impedance ratio Zb/Za, T formula, T simulated")
for ratio, predicted, simulated in table:
    print(f"  {ratio:3d}  {predicted:.4f}  {simulated:.4f}")
print(f"Large-contrast estimate 4 Za/Zb at ratio {ratios[-1]}: {4/ratios[-1]:.4f}")
print(f"Atomic chain spacing: {spacing*1e9:.2f} nm")
print(f"Atomic chain cutoff frequency of medium 2: {cutoff2/1e12:.2f} THz")
print("Atomic chain: frequency (THz), T")
for f, through in zip(chain_frequencies, chain):
    print(f"  {f/1e12:.1f}  {through:.5f}")
print(f"Chain error growth when frequency doubles 0.1 to 0.2 THz: {error_growth:.3f}")
print("checks complete")
```

Output:

```
Density 1, 2: 2000, 16000 kg/m^3
Sound speed 1, 2: 8000, 4000 m/s
Impedance Z1, Z2: 16.0, 64.0 10^6 kg/(m^2 s)
Frequency: 0.1 THz
Wavelength 1, 2: 80.0, 40.0 nm
Incident displacement amplitude: 1.0 pm
Displacement ratio reflected r: -0.6000
Displacement ratio transmitted tau: 0.4000
Energy fraction reflected R: 0.3600
Energy fraction transmitted T: 0.6400
Stress amplitude incident, reflected, transmitted: 10.053, 6.032, 16.085 MPa
Mean flux size incident, reflected, transmitted: 3.158, 1.137, 2.021 MW/m^2
Pulse simulation, columns: R, T, r, tau
  from medium 1: 0.3600, 0.6400, -0.6000, 0.4000
  from medium 2: 0.3600, 0.6400, 0.6000, 1.6000
Formula from medium 2: r = 0.6000, tau = 1.6000
Matched pair: density b 4000 kg/m^3, speed b 4000 m/s
Impedance ratio Zb/Za, T formula, T simulated
    1  1.0000  1.0000
    2  0.8889  0.8889
    4  0.6400  0.6400
   10  0.3306  0.3306
  100  0.0392  0.0392
Large-contrast estimate 4 Za/Zb at ratio 100: 0.0400
Atomic chain spacing: 0.25 nm
Atomic chain cutoff frequency of medium 2: 5.09 THz
Atomic chain: frequency (THz), T
  0.1  0.63994
  0.2  0.63978
  1.0  0.63431
  2.0  0.61546
  4.0  0.49314
Chain error growth when frequency doubles 0.1 to 0.2 THz: 4.003
checks complete
```
